# Pion loop in the muon moment, with and without a rho

## Problem

A muon of mass $m$ scatters from a weak external magnetic field. Its one-loop vertex contains a virtual photon, and a loop of charged spin-0 particles of mass $M$ ("pions") is inserted once in that photon line.

(a) Treat the pions as pointlike. Find the contribution to the anomalous moment $a=F_2(0)$ as an integral over the squared energy $s$ of the pion pair.

(b) Find its leading form for $m\ll M$. Is the limiting formula above or below the full result?

(c) Give the pion a form factor $F(s)$ dominated by a rho resonance. What multiplies the results of (a) and (b)?

(d) Evaluate everything for the physical muon mass and the round parameters $M=140$, $M_\rho=770$ and $\Gamma=150$ MeV.

Conventions: $\hbar=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$, $q=p'-p$. The vertex is $\Gamma^\mu=\gamma^\mu F_1+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2$. The dressed photon propagator is $-ig_{\mu\nu}/\{k^2[1-\Pi(k^2)]\}$ up to $k_\mu k_\nu$ terms, with $\Pi(0)=0$, so that $\alpha$ is the coupling measured at long distance.

## Hints

1. A dispersion relation turns the loop into a sum of photons of mass$^2$ $s$. First find the moment produced by one such photon.
2. For the scalar loop, read off the coefficient of $k^\mu k^\nu$. The seagull graph does not contribute to it.
3. In the heavy limit use $u=4M^2/s$.
4. For (c), let the photon and the rho couple to the same pion loop, eliminate the rho, and take the imaginary part.

## Solution

### 1. The moment from a photon of mass$^2$ $s$

Let $k$ and $k'=k+q$ be the internal muon momenta. The two vertices, two muon propagators and one photon propagator supply $(-ie)^2\,i^2\,(-i)=-ie^2$, so

$$\delta\Gamma^\mu=-ie^2\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\slashed k'+m)\gamma^\mu(\slashed k+m)\gamma_\nu}{(k'^2-m^2)(k^2-m^2)[(k-p)^2-s]}.$$

A longitudinal term in the photon propagator cancels both muon propagators and leaves a multiple of $\gamma^\mu$, so it cannot affect $F_2$.

Introduce Feynman parameters with $x+y+z=1$ and shift $k=\ell+zp-yq$. The denominator becomes $(\ell^2-\Delta)^3$, with a prefactor 2. At $q^2=0$,

$$\Delta=(1-z)^2m^2+zs.$$

Terms linear in $\ell$ integrate to zero, and terms quadratic in $\ell$ give only $\gamma^\mu$. At $\ell=0$ the contraction identities give the numerator

$$N^\mu=-2\slashed k\gamma^\mu\slashed k'+4m(k+k')^\mu-2m^2\gamma^\mu .$$

Put $P=p+p'$ and $\delta=x-y$. Then $k=\frac z2P-\frac{1-\delta}{2}q$ and $k'=\frac z2P+\frac{1+\delta}{2}q$. Terms odd in $\delta$ vanish, because the denominator is symmetric in $x$ and $y$. The Dirac equation gives $\bar u'\slashed P=\bar u'(2m-\slashed q)$ and $\slashed Pu=(2m+\slashed q)u$. Therefore

$$\bar u'\slashed k\gamma^\mu\slashed k'u=\bar u'\Big[zm-\tfrac{z+1-\delta}{2}\slashed q\Big]\gamma^\mu\Big[zm+\tfrac{z+1+\delta}{2}\slashed q\Big]u .$$

The cross terms contain $\frac{zm(z+1)}2[\gamma^\mu,\slashed q]=-zm(z+1)\,i\sigma^{\mu\nu}q_\nu$. The term with two $\slashed q$ gives no $\sigma^{\mu\nu}$, since $\slashed q\gamma^\mu\slashed q=2q^\mu\slashed q-q^2\gamma^\mu$ and $\bar u'\slashed qu=0$.

In the second part of $N^\mu$, $4m(k+k')^\mu\to4mzP^\mu$, and the Gordon identity replaces $P^\mu$ by $2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. The total coefficient of $i\sigma^{\mu\nu}q_\nu$ is

$$2mz(z+1)-4mz=-2mz(1-z).$$

With $\int d^4\ell\,(2\pi)^{-4}(\ell^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$,

$$\frac{F_2}{2m}=(-ie^2)(2)\int\! dx\,dy\,dz\,\delta(1-x-y-z)\,[-2mz(1-z)]\frac{-i}{32\pi^2\Delta}.$$

The integral over $x$ and $y$ gives another factor $1-z$. Renaming $1-z$ as $x$,

$$a_V(s)=\frac\alpha\pi K(s),\qquad K(s)=\int_0^1\!dx\,\frac{x^2(1-x)}{x^2+(1-x)s/m^2}. \tag{1}$$

For $s=0$ this is $K=1/2$, the one-loop moment $\alpha/2\pi$.

### 2. The pion loop

Write the self-energy as $i\Pi^{\mu\nu}=i(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi$, the form required by gauge invariance. The bubble has vertices $-ie(2l+k)^\mu$ and contributes

$$e^2\int\!\frac{d^dl}{(2\pi)^d}\frac{(2l+k)^\mu(2l+k)^\nu}{(l^2-M^2)[(l+k)^2-M^2]}.$$

Set $l=\ell-zk$, so that $2l+k=2\ell+(1-2z)k$. The $\ell^\mu\ell^\nu$ term and the seagull are proportional to $g^{\mu\nu}$. With $D=M^2-z(1-z)k^2$ and

$$\int\!\frac{d^d\ell}{(2\pi)^d}\frac1{(\ell^2-D)^2}=\frac{i}{16\pi^2}(C-\ln D),$$

where $C$ is the divergent constant, the coefficient of $k^\mu k^\nu$ gives

$$-i\Pi=\frac{ie^2}{16\pi^2}\int_0^1\!dz\,(1-2z)^2(C-\ln D).$$

Subtracting the value at $k^2=0$ removes $C$:

$$\Pi(k^2)=\frac{\alpha}{4\pi}\int_0^1\!dz\,(1-2z)^2\ln\!\Big[1-z(1-z)\frac{k^2}{M^2}\Big]. \tag{2}$$

For $k^2=s+i0$ above $4M^2$, the logarithm has imaginary part $-\pi$ where $|1-2z|<\beta$, with $\beta=\sqrt{1-4M^2/s}$. Since $\int_{|1-2z|<\beta}(1-2z)^2dz=\beta^3/3$,

$$\rho(s)\equiv-\frac{\mathrm{Im}\,\Pi}{\pi}=\frac{\alpha\beta^3}{12\pi}. \tag{3}$$

The power $\beta^3$ reflects a pair of spin-0 particles in a $p$ wave.

### 3. Assembling the moment

Because $\Pi$ grows only logarithmically, one subtraction suffices:

$$\Pi(k^2)=-k^2\int_{4M^2}^\infty\!ds\,\frac{\rho(s)}{s(s-k^2)},\qquad \frac{\Pi(k^2)}{k^2}=\int_{4M^2}^\infty\!\frac{ds}{s}\,\frac{\rho(s)}{k^2-s}.$$

The second expression is the first-order change of the propagator $1/k^2$. It is a sum of massive-photon propagators with positive weight, so each $s$ contributes $a_V(s)$:

$$a_{\rm pt}=\Big(\frac\alpha\pi\Big)^2\frac1{12}\int_{4M^2}^\infty\frac{ds}{s}\,\beta^3K(s). \tag{4}$$

This answers (a), at order $\alpha^2$.

### 4. The heavy limit

Let $r=m^2/s$. Then $K=\int_0^1dx\,r x^2(1-x)/(1-x+rx^2)$. Subtracting $r\int_0^1x^2dx=r/3$ under the integral gives

$$K=\frac r3-r^2\int_0^1dx\,\frac{x^4}{1-x+rx^2}. \tag{5}$$

The last integral grows only as $\ln(1/r)$ for small $r$, so $K\to m^2/(3s)$. With $u=4M^2/s$ and $ds/s^2=-du/(4M^2)$,

$$\int_{4M^2}^\infty\frac{ds}{s^2}\beta^3=\frac1{4M^2}\int_0^1du\,(1-u)^{3/2}=\frac1{10M^2}.$$

Equation (4) becomes

$$a_{\rm pt}\to\frac1{12}\cdot\frac13\cdot\frac1{10}\,\frac{m^2}{M^2}\Big(\frac\alpha\pi\Big)^2=\frac1{360}\Big(\frac mM\Big)^2\Big(\frac\alpha\pi\Big)^2. \tag{6}$$

The subtracted term in (5) is positive, so $K<r/3$ at every $s$. The limiting formula therefore lies above the full $a_{\rm pt}$ for any mass ratio.

### 5. Why the form factor enters as $|F|^2$

Consider a model in which a rho field couples to the pion current with strength $g$ and mixes with the photon through a term proportional to $s$. Let $A(s)=-s\Pi(s)/e^2$ be the pion loop without its couplings. By (3), $\mathrm{Im}\,A=s\beta^3/(48\pi)$. For transverse fields, the inverse propagators are

- photon: $-s-e^2A$;
- rho: $M_\rho^2-s-g^2A$;
- mixing: $-(es/g+egA)$.

The rho field $R$ driven by a photon field $\mathcal A$ obeys $(M_\rho^2-s-g^2A)R=(es/g+egA)\mathcal A$. The pions feel the combination

$$e\mathcal A+gR=e\mathcal A\Big[1+\frac{s+g^2A}{M_\rho^2-s-g^2A}\Big]=e\mathcal A\,F,\qquad F=\frac{M_\rho^2}{M_\rho^2-s-g^2A}. \tag{7}$$

The mixing strength $e/g$ has been chosen so that the direct coupling cancels in the numerator; this is rho dominance. Since $A(0)=0$, $F(0)=1$ and the pion charge is unchanged.

Eliminating $R$ leaves the photon kernel $-s-\Sigma$. Put $w=g^2A$ and $D_\rho=M_\rho^2-s-w$. Then $s+w=M_\rho^2-D_\rho$, and

$$\Sigma=\frac{e^2}{g^2}\Big[w+\frac{(M_\rho^2-D_\rho)^2}{D_\rho}\Big]=\frac{e^2}{g^2}\Big[\frac{M_\rho^4}{D_\rho}-M_\rho^2-s\Big].$$

Because $\mathrm{Im}\,D_\rho=-\mathrm{Im}\,w$,

$$\mathrm{Im}\,\Sigma=\frac{e^2}{g^2}\frac{M_\rho^4\,\mathrm{Im}\,w}{|D_\rho|^2}=e^2|F|^2\,\mathrm{Im}\,A. \tag{8}$$

The pion spectral weight is thus $\rho(s)|F(s)|^2$: one factor $F$ belongs to the amplitude for creating the pair and one $F^*$ to its conjugate. Using this weight in the dispersion integral gives

$$a_F=\Big(\frac\alpha\pi\Big)^2\frac1{12}\int_{4M^2}^\infty\frac{ds}{s}\,\beta^3|F(s)|^2K(s)\equiv E\,a_{\rm pt}. \tag{9}$$

The multiplier $E$ is the mean of $|F|^2$ with weight $\beta^3K/s$. It depends on $m$, $M$ and the resonance parameters. For $m\to0$ with $M$ and $M_\rho$ fixed, $K\propto1/s$ and

$$E_0=\frac52\int_0^1du\,(1-u)^{3/2}\,\big|F(4M^2/u)\big|^2. \tag{10}$$

The factor $5/2$ makes $E_0=1$ for $F=1$. Equation (6) is multiplied by $E_0$.

For numbers, keep only the absorptive part of the loop, $g^2A\to i\gamma s\beta^3$:

$$|F|^2=\frac{M_\rho^4}{(M_\rho^2-s)^2+(\gamma s\beta^3)^2},\qquad \gamma=\frac{\Gamma}{M_\rho\beta_\rho^3}. \tag{11}$$

Here $\beta_\rho=\beta(M_\rho^2)$, and $\gamma$ is fixed by requiring the width term to be $M_\rho\Gamma$ at $s=M_\rho^2$. The model omits the real part of the loop, rho–omega mixing, higher resonances and photon radiation from the pions. These omissions are not small. Keeping the real part of $A$ in (7), with the parameters refitted so that $\mathrm{Re}\,D_\rho$ vanishes at 770 MeV and the width is 150 MeV, raises $|F|^2$ at $s=M_\rho^2$ from 26.4 to 31.5 and raises $a_F$ by about 17%, to $4.27\times10^{-8}$. The two-pion contribution obtained from measured $e^+e^-\to\pi^+\pi^-$ cross sections is about $5\times10^{-8}$. The digits given below belong to the form (11), not to the physical pion.

### 6. Two limits of the multiplier

Let $u_\rho=4M^2/M_\rho^2$. For a narrow rho, $|F|^2\to(\pi M_\rho^3/\Gamma)\,\delta(s-M_\rho^2)$. At the peak $|du|=4M^2ds/M_\rho^4$, so

$$E_0\to\frac{5\pi}2\,\frac{M_\rho}\Gamma\,u_\rho\,\beta_\rho^3. \tag{12}$$

A narrower resonance gives a larger multiplier, because the peak height grows as $1/\Gamma^2$ while its width shrinks as $\Gamma$.

For a very heavy rho in the form (11) at fixed $\gamma$, $s/M_\rho^2=u_\rho/u$. In the range $u_\rho\ll u<1$, $|F|^2-1\simeq2u_\rho/u$. The logarithmic part of (10) is

$$E_0-1\simeq\frac52\,(2u_\rho)\int_{u_\rho}^1\frac{du}{u}=5u_\rho\ln\frac1{u_\rho}.$$

The pointlike result returns as $u_\rho\to0$; corrections of order $u_\rho$ without the logarithm depend on $\gamma$. For $\gamma=0.241$ this correction is about $21.8\,u_\rho$, so the logarithm dominates only for $\ln(1/u_\rho)$ well above 4.4. The formula is no estimate for the physical rho, where it gives 1.34 against $E_0-1=4.07$.

### 7. Numbers

The muon mass is $m=105.66$ MeV, so $(m/M)^2=0.5696$. With $(\alpha/\pi)^2=5.3955\times10^{-6}$, equation (6) gives

$$\frac{0.5696\times5.3955\times10^{-6}}{360}=8.54\times10^{-9}.$$

Gauss–Legendre quadrature of (4) gives $a_{\rm pt}=7.04\times10^{-9}$, or 0.825 of the heavy limit. The pion is not much heavier than the muon, and the limiting formula is about 21% too high relative to the full pointlike value.

For the rho, $u_\rho=0.1322$, $\beta_\rho^3=0.8084$ and $\gamma=0.241$. At threshold $|F|^2=(1-u_\rho)^{-2}=1.33$; at $s=M_\rho^2$ it is $(770/150)^2=26.4$. Quadrature of (10) gives $E_0=5.07$. The narrow-rho formula gives

$$\frac{5\pi}{2}\times\frac{770}{150}\times0.1322\times0.8084=4.31,$$

which is 15% below $E_0$. Equation (12) keeps only the term of (10) that grows as $1/\Gamma$, and for these parameters the terms it drops are not negligible at that level.

At the physical muon mass, (9) gives $E=5.19$ and

$$a_F=5.19\times7.04\times10^{-9}=3.65\times10^{-8}.$$

The energy window $M_\rho\pm\Gamma$, from 620 to 920 MeV, supplies 68% of this moment and 79% of the excess $a_F-a_{\rm pt}$. The enhancement is therefore mainly resonant production of the pion pair.

The two multipliers differ by little, but the moments they multiply do not. Using the heavy limit throughout gives $E_0\times8.54\times10^{-9}=4.33\times10^{-8}$, about 18% above $a_F$.

## Variation 1: the first correction to the heavy limit

**Question.** What is the next term in (6), and is it enough for the pion?

**Solution.** For small $r$, write $x^4=1-(1-x^4)$ in (5). The second part gives $-\int_0^1(1+x+x^2+x^3)dx=-25/12$. In the first part put $y=1-x$. Replacing $y+r(1-y)^2$ by $y+r$ makes a relative error of order $r$, so the integral is $\ln(1/r)$ up to vanishing terms. Hence

$$K=\frac r3+r^2\Big(\frac{25}{12}+\ln r\Big)+\dots$$

Let $\eta=m^2/4M^2$, so $r=\eta u$ and $ds/s\to du/u$. The leading integral in (4) is $\frac\eta3\cdot\frac25=\frac{2\eta}{15}$. The next one is

$$\eta^2\int_0^1\!du\,u(1-u)^{3/2}\Big[\frac{25}{12}+\ln\eta+\ln u\Big].$$

Here $\int_0^1u(1-u)^{3/2}du=\frac25-\frac27=\frac4{35}$. Differentiating the beta function $B(n+1,\frac52)$ at $n=1$ shows that the weighted mean of $\ln u$ is

$$\psi(2)-\psi(\tfrac92)=1+2\ln2-\tfrac{352}{105},$$

where $\psi$ is the digamma function. Since $\ln\eta=-\ln(M^2/m^2)-2\ln2$, the terms in $\ln2$ cancel and the constants add to $\frac{25}{12}+1-\frac{352}{105}=-\frac{113}{420}$. Dividing by the leading integral, with $\frac4{35}\big/\frac2{15}=\frac67$, gives the factor

$$1-\frac3{14}\frac{m^2}{M^2}\Big[\ln\frac{M^2}{m^2}+\frac{113}{420}\Big]. \tag{13}$$

For the example it is 0.898, while the full ratio is 0.825. The first correction explains a little over half of the deficit, so it is not enough for the pion. The full integral (4) includes the remaining terms.

## Variation 2: a form factor at spacelike momentum

**Question.** Suppose one instead multiplies the pointlike $\Pi(-Q^2)$ by $F(-Q^2)^2$, with $F(-Q^2)=M_\rho^2/(M_\rho^2+Q^2)$. Does this reproduce the enhancement?

**Solution.** Set $Q^2=x^2m^2/(1-x)$ in (1). Then $K=\int_0^1dx(1-x)Q^2/(Q^2+s)$. Exchanging the integrals in (4) and using the dispersion relation gives

$$a_{\rm pt}=\frac\alpha\pi\int_0^1dx\,(1-x)\,\Pi(-Q^2).$$

Here $\Pi(-Q^2)>0$ for $Q^2>0$, and the proposed factor is below one. It must reduce the moment. Quadrature gives a multiplier of 0.853 instead of 5.19.

As $m\to0$, the relevant $Q^2$ also tends to zero and the proposed multiplier tends to one. The reason is visible in the slope. The heavy limit depends on

$$\frac{d\Pi(-Q^2)}{dQ^2}\bigg|_{Q^2=0}=\int_{4M^2}^\infty\frac{ds}{s^2}\,\rho(s).$$

Multiplying $\Pi$ by a function equal to one at $Q^2=0$ leaves this slope unchanged, since $\Pi(0)=0$. The spectral weight $\rho|F|^2$ does change it: the slope at zero momentum is an integral over all timelike energies, including the rho peak.

Numbers in the example were calculated in double precision.
